# Fermi-Level Shift and Density Response of Metals at Fixed Electron Number

When an atom in a metal is displaced in every cell at once, the bands at the Fermi level move, the electron number stays fixed, and, if the displacement pattern has a part that keeps the full symmetry of the crystal, the Fermi level in general shifts at first order. The band shift \(\langle n|\Delta V|n\rangle\) cannot then be the electron–phonon vertex, because it depends on the zero of the crystal potential. A linear-response calculation must also handle fractional occupations without summing over all empty states. Both points are worked out below for a static perturbation, a local spin-unpolarised Kohn–Sham potential with time-reversal symmetry, and Hartree atomic units.

## 1. Two levels

Occupations are \(\tilde\theta_n=\tilde\theta(x_n)\), \(x_n=(\varepsilon_F-\varepsilon_n)/\sigma\), with \(\tilde\theta\) a smooth step from 0 to 1. Write \(\tilde\delta=\tilde\theta'\) and \(\tilde\delta_n=\tilde\delta(x_n)/\sigma\). Let two levels shift by \(g_1,g_2\). The chain rule gives \(\Delta\tilde\theta_n=\tilde\delta_n(\Delta\varepsilon_F-g_n)\), and \(\Delta\tilde\theta_1+\Delta\tilde\theta_2=0\) gives
\[ \Delta\varepsilon_F=\frac{\tilde\delta_1g_1+\tilde\delta_2g_2}{\tilde\delta_1+\tilde\delta_2}. \]
Limit: for \(g_1=g_2=c\), \(\Delta\varepsilon_F=c\) and no occupation changes. Only \(g_n-\Delta\varepsilon_F\) acts.

## 2. Density response at fixed \(\varepsilon_F\), and the shift

From here \(\sum_n\) includes spin and k-point weights, \(\int\) runs over one cell of volume \(\Omega\), and \(n(\mathbf r)=\langle\mathbf r|f(H)|\mathbf r\rangle\) with \(f(\varepsilon)=\tilde\theta((\varepsilon_F-\varepsilon)/\sigma)\). For a power, the product rule gives \(\Delta(H^p)=\sum_{j=0}^{p-1}H^j\Delta V H^{p-1-j}\), so
\[ \langle m|\Delta(H^p)|n\rangle=\sum_j\varepsilon_m^j\varepsilon_n^{p-1-j}\Delta V_{mn}=\frac{\varepsilon_n^p-\varepsilon_m^p}{\varepsilon_n-\varepsilon_m}\Delta V_{mn}, \]
with the value \(p\varepsilon_n^{p-1}\Delta V_{mn}\) at equal energies. In a finite basis a smooth \(f\) can be replaced by a polynomial with the same value and slope at every eigenvalue; the two differ at second order in the level shifts. Hence \(\langle m|\Delta f|n\rangle=D_{nm}\Delta V_{mn}\), degenerate states included. Adding \(\partial f/\partial\varepsilon_F\),
\[ \Delta n=\sum_{nm}D_{nm}T_{nm}+\Delta\varepsilon_F\,n_F,\qquad T_{nm}=\psi_n^*\psi_m\langle m|\Delta V|n\rangle, \]
\[ D_{nm}=\frac{\tilde\theta_n-\tilde\theta_m}{\varepsilon_n-\varepsilon_m}=D_{mn},\qquad D_{nn}=-\tilde\delta_n,\qquad n_F=\sum_n\tilde\delta_n|\psi_n|^2 . \]
Call the first term \(\chi\Delta V\); \(\chi\) is Hermitian because \(D\) is real and symmetric. For \(\Delta V=1\), orthogonality leaves \(m=n\), so \(\chi\cdot1=-n_F\). Integrating \(T_{nm}\) over \(\mathbf r\) also leaves \(m=n\), so \(\int\chi\Delta V=-\sum_n\tilde\delta_n\Delta V_{nn}=-\int n_F\Delta V\). Setting \(\int\Delta n=0\),
\[ \Delta\varepsilon_F=\frac{1}{N_F}\sum_n\tilde\delta_n\langle n|\Delta V|n\rangle,\qquad N_F=\int n_F . \]
This requires \(N_F\neq0\), which is a real condition when \(\tilde\delta\) has negative lobes. The fixed-number response is \(\chi_N=\chi+|n_F\rangle\langle n_F|/N_F\), and \(\chi\cdot1=-n_F\) gives
\[ \chi_N\Delta V=\chi\,(\Delta V-\Delta\varepsilon_F),\qquad \chi_N\cdot1=0 . \]
Limit: two levels with a diagonal perturbation reproduce entry 1.

Symmetry decides when the shift exists. The map \(\ell(\Delta V)=\int n_F\Delta V/N_F\) is linear, and \(n_F\) is invariant under every space-group operation \(R\) if the k mesh is. Then \(\ell(R\Delta V)=\ell(\Delta V)\), and averaging over the group shows that \(\ell\) sees only the fully symmetric part of \(\Delta V\). For a perturbation that is not cell-periodic, take \(\int\) and \(N_F\) over a supercell commensurate with it, so that lattice translations also leave \(\ell\) invariant. A lattice translation \(\mathbf R\) multiplies a perturbation of wave vector \(\mathbf q\) by a phase, so \((1-e^{i\mathbf q\cdot\mathbf R})\ell=0\) for all \(\mathbf R\), and \(\ell=0\) unless \(\mathbf q\) is a reciprocal-lattice vector. Screening commutes with the group, so the screened potential has the symmetry of the displacement pattern.

## 3. Removing the empty states

In \(\sum_{nm}\) both indices run over all states. Take any \(w\) with \(w(x)+w(-x)=1\), set \(w_{nm}=w((\varepsilon_n-\varepsilon_m)/\sigma)\), and insert \(1=w_{mn}+w_{nm}\). Time reversal supplies \(\psi_{\bar n}=\psi_n^*\) with \(\varepsilon_{\bar n}=\varepsilon_n\). For local \(\Delta V\), \(\langle m|\Delta V|n\rangle=\int\psi_m^*\Delta V\psi_n=\langle\bar n|\Delta V|\bar m\rangle\) and \(\psi_n^*\psi_m=\psi_{\bar m}^*\psi_{\bar n}\), so \(T_{nm}=T_{\bar m\bar n}\). Renaming \(n'=\bar m\), \(m'=\bar n\) turns \(D_{nm}w_{nm}T_{nm}\) into \(D_{n'm'}w_{m'n'}T_{n'm'}\). The two halves are equal:
\[ \chi\Delta V=2\sum_n\psi_n^*\Delta\psi_n,\qquad \langle m|\Delta\psi_n\rangle=D_{nm}w_{mn}\Delta V_{mn}. \]
The 2 comes from time reversal, not spin. The renaming maps the pair \((\mathbf k,\mathbf k+\mathbf q)\) to \((-\mathbf k-\mathbf q,-\mathbf k)\), so the mesh must be closed under this map; pairs \((\mathbf k-\mathbf q/2,\mathbf k+\mathbf q/2)\) on an inversion-symmetric mesh are. The step needs only that \(\psi_n^*\) be an eigenstate of the same Hamiltonian at the same energy. It therefore also holds in each spin channel of a collinear magnet without spin–orbit coupling, where \(H\) is real, and the form above fails in general when no such symmetry is left, as in an orbital magnetic field. For a real \(\Delta V\) one still has \(T_{mn}=T_{nm}^*\), so the two halves are complex conjugates and \(\chi\Delta V=2\,\mathrm{Re}\sum_n\psi_n^*\Delta\psi_n\) holds without time reversal; a complex perturbation of wave vector \(\mathbf q\) has no such shortcut.

De Gironcoli's scheme obtains \(\Delta\psi_n\) from a linear equation,
\[ (H+Q-\varepsilon_n)|\Delta\psi_n\rangle=-(\tilde\theta_n-P_n)\Delta V|\psi_n\rangle,\quad Q=\sum_m\alpha_m|m\rangle\langle m|,\quad P_n=\sum_m\beta_{nm}|m\rangle\langle m| . \]
Projecting on \(\langle m|\) gives \((\varepsilon_m+\alpha_m-\varepsilon_n)\langle m|\Delta\psi_n\rangle=-(\tilde\theta_n-\beta_{nm})\Delta V_{mn}\). Inserting the required component and using \((\varepsilon_m-\varepsilon_n)D_{nm}=\tilde\theta_m-\tilde\theta_n\),
\[ \beta_{nm}=\tilde\theta_n+(\tilde\theta_m-\tilde\theta_n)w_{mn}+\alpha_mD_{nm}w_{mn}=\tilde\theta_nw_{nm}+\tilde\theta_mw_{mn}+\alpha_mD_{nm}w_{mn}, \]
where \(1-w_{mn}=w_{nm}\) was used. Choose a cut \(E_c=\varepsilon_F+\Delta\), \(\alpha_m=\max(E_c-\varepsilon_m,0)\), and solve only for \(\varepsilon_n<E_c\). The operator has eigenvalues \(E_c-\varepsilon_n>0\) on states below the cut and \(\varepsilon_m-\varepsilon_n>0\) on those above, so it is positive definite. Any \(\alpha\) that keeps it invertible gives the same \(\Delta\psi_n\), since \(\beta\) was built to cancel it.

Limit: in an insulator with gap \(\gg\sigma\), the cut in the gap and \(w\) a step-like function, occupied pairs have \(D=0\) and \(\beta=w_{nm}+w_{mn}=1\). Then \(\tilde\theta_n-P_n\) is the projector on empty states, which is the Sternheimer equation of insulators.

The choice \(w=\tilde\theta\) needs \(\tilde\theta(x)+\tilde\theta(-x)=1\). The derivative of the left side is \(\tilde\delta(x)-\tilde\delta(-x)\), so \(\tilde\delta\) must be even. Fermi–Dirac, Gaussian and first-order Methfessel–Paxton smearing, \(\tilde\delta=e^{-x^2}(\tfrac32-x^2)/\sqrt\pi\), satisfy this. Cold smearing, \(\tilde\delta=e^{-(x-1/\sqrt2)^2}(2-\sqrt2x)/\sqrt\pi\), does not: \(\tilde\theta(0)=0.4006\). In the model of entry 6, using it as \(w\) puts an error of 0.189 into \(\chi\), relative to its largest element; a Gaussian \(w\) is used there for all four smearings.

## 4. What the cut costs

Restrict \(n\), and the sums in \(Q\) and \(P_n\), to states below \(E_c\). Pairs with both states below are exact. Pairs with both above are absent. For \(n\) below and \(m\) above, \(\alpha_m=\beta_{nm}=0\), so \(\langle m|\Delta\psi_n\rangle=\tilde\theta_n\Delta V_{mn}/(\varepsilon_n-\varepsilon_m)\), entering \(\Delta n\) with the factor 2. In the unsymmetrised sum such pairs occur in both orders, equal by time reversal, with total coefficient \(2D_{nm}\), and
\[ D_{nm}-\frac{\tilde\theta_n}{\varepsilon_n-\varepsilon_m}=-\frac{\tilde\theta_m}{\varepsilon_n-\varepsilon_m}. \]
The truncated scheme therefore equals the full sum over states with \(\tilde\theta_m\) and \(\tilde\delta_m\) set to zero above the cut, whatever \(w\) is. The neglected \(\tilde\theta_nw_{nm}\) in \(\beta\) need not be small. The error consists of the terms \(\tilde\theta_m/(\varepsilon_n-\varepsilon_m)\) for pairs across the cut and of \(D_{nm}\), including the diagonal \(-\tilde\delta_m\), for pairs above it. All of these depend on the tail of \(\tilde\theta\) beyond \(\Delta/\sigma\), weighted by level spacings and matrix elements, so \(|\tilde\theta(-\Delta/\sigma)|\) is a scale and not a bound. The program tests the equivalence with two choices of \(\alpha\) and with a slowly varying \(w\). In the model, with Methfessel–Paxton smearing, the largest errors in the elements of \(\chi\), relative to its largest element, for \(\Delta/\sigma=1,2,3,4\) are \(2.2\times10^{-2}\), \(8.8\times10^{-3}\), \(1.1\times10^{-4}\), \(1.4\times10^{-7}\), against \(|\tilde\theta|=2.5\times10^{-2}\), \(8.0\times10^{-3}\), \(9.3\times10^{-5}\), \(1.2\times10^{-7}\).

## 5. Screening, the vertex and the limit \(q\to0\)

Let \(\Delta\) denote the derivative with respect to a displacement amplitude \(u\). In Fourier components \(\mathbf q+\mathbf G\), with ionic charge \(\rho\) and exchange-correlation kernel \(f_{xc}\),
\[ \Delta V_q(G)=\frac{4\pi[\Delta n_q(G)-\Delta\rho_q(G)]}{|\mathbf q+\mathbf G|^2}+(f_{xc}\Delta n_q)(G). \]
At \(q=0\) the electrostatic \(G=0\) term is dropped by convention. With \(K'\) the remaining kernel and \(\Delta V_{\rm ext}\) the remaining ionic term, \(\Delta V_0=\Delta V_{\rm ext}+K'\chi_N\Delta V_0\). If a constant \(c\) is added to \(\Delta V_{\rm ext}\), then \(\Delta V_0+c\) solves the equation because \(\chi_N\cdot1=0\), and \(\Delta\varepsilon_F\) rises by \(c\) because \(\ell(1)=1\). So \(g_{nn}=\langle n|\Delta V_0|n\rangle\) and \(\Delta\varepsilon_F\) depend on the convention, while
\[ \tilde g_{mn}=\langle m|\Delta V_0-\Delta\varepsilon_F|n\rangle=g_{mn}-\Delta\varepsilon_F\,\delta_{mn} \]
does not. Only diagonal elements change. For a nondegenerate level the Hellmann–Feynman theorem gives \(\tilde g_{nn}=d(\varepsilon_n-\varepsilon_F)/du\). With \(\langle a\rangle=\sum\tilde\delta_na_n/N_F\), \(\langle\tilde g\rangle=0\), and expanding the square gives \(\langle g^2\rangle=\langle\tilde g^2\rangle+\Delta\varepsilon_F^2\). The electron–phonon matrix element is \(\tilde g\) times the zero-point amplitude of the mode.

That \(\tilde g\) is the long-wavelength vertex follows from the finite-\(q\) problem, where no shift appears and \(\Delta n_q=\chi_q\Delta V_q\). Isolate the macroscopic electrostatic potential \(\phi_q=4\pi[\Delta n_q(0)-\Delta\rho_q(0)]/q^2\) and write \(\Delta V_q=U_q+\phi_q\), with \(\phi_q\) in the \(G=0\) component. Then
\[ U_q=\Delta V_{{\rm ext},q}'+K'_q\chi_q(U_q+\phi_q),\qquad [\chi_q(U_q+\phi_q)](0)=\Delta\rho_q(0)+\frac{q^2\phi_q}{4\pi}, \]
the primes marking omission of the electrostatic \(G=0\) term. No coefficient is singular. At fixed \(\sigma\), \(D\) is a smooth function of both energies, so \(\chi_q\to\chi\): intraband terms tend to \(-\tilde\delta_n\). For point ions \(\Delta\rho_q(0)=-i\mathbf q\cdot\sum_IZ_I\mathbf u_Ie^{-i\mathbf q\cdot\boldsymbol\tau_I}/\Omega\to0\), and a form factor does not alter this. At \(q=0\) the second equation reads \(-\int n_FU-N_F\phi=0\), so \(\phi=-\ell(U)\); the first becomes \(U=\Delta V_{\rm ext}+K'\chi(U-\ell(U))=\Delta V_{\rm ext}+K'\chi_NU\). Thus \(U=\Delta V_0\) and \(\phi=-\Delta\varepsilon_F\). If this limiting system is invertible, its solution is continuous, and
\[ \lim_{q\to0}\Delta V_q=\Delta V_0-\Delta\varepsilon_F . \]
A long wave cannot change \(\varepsilon_F\), which is common to the crystal; the metal instead builds an electrostatic potential that keeps each region neutral. The argument covers modes whose bare potential diverges as \(1/q\). It assumes \(N_F\neq0\), since \(\ell\) and \(\chi_N\) are otherwise undefined, and it fails when \(n_F\) vanishes everywhere, as in an insulator, where \(\phi\) drops out of both limiting equations. It fails at finite frequency \(\omega\gg qv\) (\(v\) a band velocity), where intraband terms vanish. Term by term, \(D\) approaches \(-\tilde\delta_n\) only for \(qv\ll\sigma\); this is needed for \(\chi_q\to\chi\) on a mesh whose levels near \(\varepsilon_F\) are not closely spaced on the scale of \(\sigma\). The limit also needs the term \(q^2\phi_q/4\pi\) to be small against \(N_F\phi_q/\Omega\), so at least \(q^2\ll4\pi N_F/\Omega\); when \(N_F\) is small, as in a lightly doped semiconductor, this can be the stricter requirement.

For force constants take \(F=E-\sigma\sum s(x_n)\), \(s(x)=-\int_{-\infty}^xt\,\tilde\delta(t)\,dt\). Since \(ds=-x\tilde\delta\,dx\) and \(\varepsilon_n+\sigma x_n=\varepsilon_F\),
\[ d\Big[\sum\tilde\theta_n\varepsilon_n-\sigma\sum s\Big]=\sum\tilde\theta_n\,d\varepsilon_n+\varepsilon_F\,dN=\int n\,dV \]
at fixed \(N\). Write \(E=\sum\tilde\theta_n\varepsilon_n-\int Vn+\int V_{\rm ext}n+E_{Hxc}[n]+E_{ii}\). The term \(\int n\,dV\) cancels against \(-\int n\,dV\), and the terms in \(dn\) cancel because \(V=V_{\rm ext}+V_{Hxc}\). So \(dF/du=\int n\,\partial_uV_{\rm ext}+\partial_uE_{ii}\), and
\[ C=\frac{d^2F}{du^2}=\int\Delta V_{\rm ext}^*\Delta n+\int n\,\partial_u^2V_{\rm ext}+\partial_u^2E_{ii}. \]
At finite \(q\) the \(G=0\) terms of the response and of \(E_{ii}\) add to \(\Omega[-4\pi\Delta\rho^*\Delta n+4\pi|\Delta\rho|^2]/q^2=-\Omega\,\Delta\rho_q^*(0)\phi_q\to0\), so \(C\) is continuous at \(q=0\).

Omitting the shift means solving \(\Delta V'=\Delta V_{\rm ext}+K'\chi\Delta V'\), giving \(C'\). Substitute \(\Delta V_{\rm ext}=(1-K'\chi)\Delta V'\) in \(C\) and \(\Delta V_{\rm ext}=(1-K'\chi_N)\Delta V_0\) in \(C'\), using Hermiticity:
\[ C-C'=\langle\Delta V'|(1-\chi K')\chi_N|\Delta V_0\rangle-\langle\Delta V'|\chi(1-K'\chi_N)|\Delta V_0\rangle=\langle\Delta V'|\chi_N-\chi|\Delta V_0\rangle=N_F\Delta\varepsilon_F\Delta\varepsilon_F', \]
with \(\Delta\varepsilon_F'=\ell(\Delta V')\). The spurious change in electron number is \(\int\chi\Delta V'=-N_F\Delta\varepsilon_F'\). Unlike \(C\), the quantities \(C'\), \(\Delta\varepsilon_F'\) and this charge depend on the constant in \(\Delta V_{\rm ext}\): adding \(c=-\Delta\varepsilon_F\) makes \(\Delta V'=\Delta V_0-\Delta\varepsilon_F\) and \(C'=C\).

## 6. A layered model metal

The model has period \(L=8\) bohr along \(x\) and Gaussian charge sheets of width 1 bohr (form factor \(e^{-G^2/4}\) with \(G\) in bohr\(^{-1}\)): 0.04 e/bohr² at \(x=0\) and \(Z=0.02\) e/bohr² at \(\pm d=\pm2\) bohr, so the mean density is \(0.08/8=0.0100\) bohr\(^{-3}\). It uses Slater exchange, 17 plane waves, 12 \(k_x\) points, 100 in-plane kinetic energies in steps of 0.005 Ha, and Methfessel–Paxton smearing with \(\sigma=0.01\) Ha. Extensive quantities are per bohr², so \(\Omega\to L\). The printed digits describe this discrete model only. The \(k_x\) mesh is not converged: with 192 points and the in-plane energy integrated exactly, the breathing-mode \(\Delta\varepsilon_F\) found below rises from 0.00402 to 0.00451 Ha/bohr (12%), \(N_F\) falls to 0.522 Ha\(^{-1}\)bohr\(^{-2}\), \(C-C'\) rises from \(1.66\times10^{-5}\) to \(2.0\times10^{-5}\) Ha/bohr⁴, and \(C\) and the root mean square of \(\tilde g\) move by about 0.3% and 0.5%. The Fermi level lies 0.2305 Ha above the lowest level, and \(N_F=0.5325\) Ha\(^{-1}\)bohr\(^{-2}\).

In the breathing mode the outer sheets move by \(\pm u\), which preserves inversion. A state \((k_x,n)\) carries a free in-plane band and so reaches the Fermi surface whenever its bottom lies below \(\varepsilon_F\). For \(k_x>0\), all six band-1 states and three band-2 states have weight 0.04982; the band-2 state 0.0129 Ha below \(\varepsilon_F\) has 0.05166, and two states above have negligible weight. The band-1 values of \(g\) sum to 0.154668 Ha/bohr and the three band-2 values to \(-0.094149\) Ha/bohr. Doubling for \(k_x<0\),
\[ \Delta\varepsilon_F=2\,[0.04982\times0.060519-0.05166\times0.019424]=0.004023\ \text{Ha/bohr}=0.207\ \text{eV/Å}. \]
The two bands shift in opposite directions and largely cancel, so the shift is small in the mean square: \(7.738\times10^{-4}=7.576\times10^{-4}+0.162\times10^{-4}\) (Ha/bohr)², about 2% of \(\langle g^2\rangle\) in the convention used. The root mean square of \(\tilde g\) is 0.0275 Ha/bohr, or 1.42 eV/Å. Individual elements change more: 0.01788 becomes 0.01386 Ha/bohr, a drop of 22% of the unshifted value, and \(-0.03834\) becomes \(-0.04237\) Ha/bohr.

At \(q=0.0005\) bohr\(^{-1}\) the \(G=0\) component of \(\Delta V_q\) is \(-0.0105372\) Ha/bohr. At \(q=0\) it is \(-0.0065141\) Ha/bohr, and \(-0.0065141-0.0040232=-0.0105373\) Ha/bohr. The induced electron density follows from \(\phi=-\Delta\varepsilon_F\). Here \(\Delta\rho_q(0)=(Z/L)(-iq)(e^{-iqd}-e^{iqd})\to-2Zdq^2/L=-0.0100\,q^2\), so
\[ \Delta n_q(0)/q^2\to-0.0100-0.0040232/4\pi=-0.010320\ \text{bohr}^{-2}, \]
which is the printed value.

Without the shift \(\Delta\varepsilon_F'=0.007749\) Ha/bohr, the electron number changes by \(-0.532466\times0.007749=-0.004126\) per bohr² and per bohr of displacement, and \(C-C'=0.532466\times0.004023\times0.007749=1.660\times10^{-5}\) Ha/bohr⁴. This matches \(1.402519\times10^{-3}-1.385920\times10^{-3}\) and is 1.2% of \(C\) in the convention used for the zero of the potential. The ratio \(\Delta\varepsilon_F'/\Delta\varepsilon_F=1.93\) can be estimated. Subtracting the two screening equations gives \((1-K'\chi)(\Delta V_0-\Delta V')=K'n_F\Delta\varepsilon_F\). For uniform \(n\) and \(n_F\) only exchange acts on a constant, \(K'n_F=-a\) with \(a=|f_x|N_F/L\), and \((1-K'\chi)\cdot1=1+K'n_F=1-a\). Then \(\Delta\varepsilon_F-\Delta\varepsilon_F'=-a\Delta\varepsilon_F/(1-a)\), or \(\Delta\varepsilon_F'=\Delta\varepsilon_F/(1-a)\). With \(|f_x|=(3n/\pi)^{1/3}/3n=7.07\) Ha bohr³, \(a=7.07\times0.5325/8=0.47\) and the ratio is 1.89. This estimate neglects the density modulation and is not among the tests.

On this 12-point mesh the shift depends visibly on the smearing: 0.00429 (Fermi–Dirac, \(\sigma=0.005\) Ha), 0.00420 (Gaussian), 0.00402 (Methfessel–Paxton) and 0.00390 Ha/bohr (cold), a spread of about 10% of the value, while \(C\) varies by about 0.4%. Most of the spread comes from the band-2 state close to \(\varepsilon_F\), whose weight on this coarse mesh depends on the shape of \(\tilde\theta\): changing that weight alone, with the Methfessel–Paxton \(g\), gives 0.00427, 0.00418, 0.00402 and 0.00391 Ha/bohr. With 48 \(k_x\) points the four values lie between 0.00451 and 0.00455 Ha/bohr, above all the 12-point ones.

The symmetry limits hold. The odd mode, both outer sheets moving together, has \(\Delta\varepsilon_F=0\) to rounding and \(C=1.125\times10^{-3}\) Ha/bohr⁴. A rigid shift has \(\Delta\varepsilon_F=C=0\) to rounding and is tested to give \(\Delta n=-\partial_xn\). At \(q=\pi/L\) a doubled cell shows no first-order change of \(\varepsilon_F\) and the same \(C=1.174\times10^{-3}\) Ha/bohr⁴ as the linear equations. The numerical check that follows also compares \(\Delta n\), \(\Delta V_0\), \(g_{nn}\), \(\Delta\varepsilon_F\) and \(C\) of the breathing mode with finite differences of self-consistent ground states for all four smearings, and the extrapolated \(q\to0\) potential with \(\Delta V_0-\Delta\varepsilon_F\) for the even and the odd mode.

## Numbers as computed

```
L = 8.0 bohr, sheet width = 1.0 bohr, plane waves = 17, kx points = 12
sheets: charge [0.04, 0.02, 0.02] e/bohr^2 at x = [0.0, 2.0, -2.0] bohr
in-plane energies: 100, step 0.005 Ha; mean density = 0.0100 bohr^-3
breathing mode, DFPT | finite difference: dEF (Ha/bohr), C (Ha/bohr^4)
 FD s=0.005 Ha: 0.0042878 | 0.0042878, 1.406049e-03 | 1.406049e-03
 cold s=0.01 Ha: 0.0038951 | 0.0038951, 1.400660e-03 | 1.400660e-03
 cold theta used as w: w(0) = 0.4006, rel. error of chi = 0.189
 Gauss s=0.01 Ha: 0.0041977 | 0.0041977, 1.404754e-03 | 1.404754e-03
 MP1 s=0.01 Ha: 0.0040232 | 0.0040232, 1.402519e-03 | 1.402519e-03
cut 1 sigma: rel. error of chi = 2.22e-02, theta(-1) = -2.51e-02
cut 2 sigma: rel. error of chi = 8.77e-03, theta(-2) = -7.99e-03
cut 3 sigma: rel. error of chi = 1.09e-04, theta(-3) = -9.34e-05
cut 4 sigma: rel. error of chi = 1.42e-07, theta(-4) = -1.19e-07
EF = 0.007299 Ha, EF - lowest level = 0.230467 Ha
NF = 0.532466 /(Ha bohr^2)
dEF = 0.004023 Ha/bohr = 0.20688 eV/A (1 Ha/bohr = 51.4221 eV/A)
kx (1/bohr), band, e-EF (Ha), weight/NF, g, g-dEF (Ha/bohr)
 0.0327 1 -0.23047 +0.04982 +0.017881 +0.013858
 0.0327 2 +0.07193 -0.00000 -0.010125 -0.014148
 0.0982 1 -0.22699 +0.04982 +0.018972 +0.014949
 0.0982 2 +0.02735 -0.00001 -0.015546 -0.019569
 0.1636 1 -0.22027 +0.04982 +0.021383 +0.017360
 0.1636 2 -0.01291 +0.05166 -0.019424 -0.023447
 0.2291 1 -0.21097 +0.04982 +0.025594 +0.021571
 0.2291 2 -0.04747 +0.04982 -0.024449 -0.028472
 0.2945 1 -0.20071 +0.04982 +0.032036 +0.028012
 0.2945 2 -0.07461 +0.04982 -0.031358 -0.035381
 0.3600 1 -0.19309 +0.04982 +0.038802 +0.034779
 0.3600 2 -0.09067 +0.04982 -0.038342 -0.042365
<g^2> = 7.73777e-04, <(g-dEF)^2> = 7.57591e-04, dEF^2 = 1.61861e-05 (Ha/bohr)^2
rms(g-dEF) = 0.027524 Ha/bohr = 1.41536 eV/A
no shift: charge = -0.004126 e/bohr^3, dEF' = 0.007749 Ha/bohr
C' = 1.385920e-03, C = 1.402519e-03, NF dEF dEF' = 1.659899e-05 Ha/bohr^4
odd mode: |dEF| = 1e-19 Ha/bohr, C = 1.125123e-03 Ha/bohr^4
rigid shift: |dEF| = 2e-20 Ha/bohr, |C| = 3e-18 Ha/bohr^4
q = 0.0005 /bohr: head dV = -0.0105372 Ha/bohr, head dn/q^2 = -0.010320 bohr^-2, C = 1.402518e-03 Ha/bohr^4
q = 0.001 /bohr: head dV = -0.0105371 Ha/bohr, head dn/q^2 = -0.010320 bohr^-2, C = 1.402516e-03 Ha/bohr^4
q = 0.002 /bohr: head dV = -0.0105367 Ha/bohr, head dn/q^2 = -0.010320 bohr^-2, C = 1.402506e-03 Ha/bohr^4
q = 0: head dV = -0.0065141, head dV - dEF = -0.0105373 Ha/bohr
q = pi/L: C = 1.174482e-03 (DFPT), 1.174482e-03 (doubled cell) Ha/bohr^4
q = pi/L: |dEF/du| in doubled cell = 3e-14 Ha/bohr
```
